# Modulation wavevector and Lifshitz point for negative polarization gradient energy

## The decision: how long must the box be?

Before a Landau energy for polarization is minimized numerically, someone must choose the length of the periodic box. If the ground state is uniform, one cell is enough. If it is modulated, a short box suppresses the modulation and returns the wrong phase at the wrong temperature. The choice depends on the signs and sizes of the gradient coefficients, and also on how far the system is below its instability.

## Energy and assumptions

Let the polarization point along $z$ and vary along $x$, so that $\mathbf P=\hat{\mathbf z}P(x)$. Then $\nabla\cdot\mathbf P=\partial P/\partial z=0$: the modulation carries no bound charge in the bulk and creates no depolarizing field. The faces normal to $z$ carry short-circuited electrodes, so the macroscopic field is zero. The mean energy density is

$$f=\left\langle \tfrac a2P^2+\tfrac b4P^4+\tfrac g2P'^2+\tfrac h2P''^2\right\rangle ,\qquad b>0,\; h>0 .$$

The brackets denote an average over $x$, and a prime denotes $d/dx$. The squared Laplacian reduces to $P''^2$ because $P$ depends on $x$ alone. The coefficient $a$ falls on cooling, and $g$ may have either sign. With $g<0$ the energy rewards variation, and the term in $h$ keeps the variation from becoming arbitrarily rapid.

This is a mean-field continuum model. Thermal fluctuations and locking to the crystal lattice are left out.

## Stiffness of one Fourier mode

Write $P=\sum_q P_q e^{iqx}$. Each derivative multiplies a mode by $iq$, so $\langle P'^2\rangle=\sum_q q^2|P_q|^2$ and $\langle P''^2\rangle=\sum_q q^4|P_q|^2$. The quadratic part of the energy is

$$f_2=\tfrac12\sum_q K(q)|P_q|^2,\qquad K(q)=a+gq^2+hq^4 .$$

The state $P=0$, called para below, is unstable as soon as some $K(q)$ is negative.

For $g<0$, complete the square in $q^2$:

$$K(q)=a-\frac{g^2}{4h}+h\left(q^2+\frac{g}{2h}\right)^2 .$$

The square vanishes at a real wavevector because $-g/(2h)>0$. Hence

$$\boxed{\,q_0^2=-\frac{g}{2h},\qquad a_c=\frac{g^2}{4h}=hq_0^4\,},\qquad K(q)=a-a_c+h(q^2-q_0^2)^2 .$$

On cooling, the first mode to soften has wavevector $q_0$, and it does so at the positive value $a=a_c$, before the uniform mode softens at $a=0$.

For $g\ge0$, $K(q)$ increases with $q^2$. Its minimum is at $q=0$, and the instability is at $a=0$.

## The para boundary is global

Loss of local stability need not coincide with a phase transition, since a distant state could win earlier. Here none does. For $g<0$, $K(q)\ge a-a_c$ for every mode, so

$$f\ \ge\ \left\langle\tfrac12(a-a_c)P^2+\tfrac b4P^4\right\rangle .$$

For $a\ge a_c$ the right side is non-negative and vanishes only for $P=0$. The para state is therefore lowest down to $a_c$.

The onset is also continuous. Let $\varepsilon=a_c-a>0$. The ground state has $f\le0$, so the bound gives $\tfrac b4\langle P^4\rangle\le\tfrac\varepsilon2\langle P^2\rangle$. Since $\langle P^4\rangle\ge\langle P^2\rangle^2$, it follows that $\langle P^2\rangle\le2\varepsilon/b$, which goes to zero with $\varepsilon$.

For $g\ge0$ both gradient terms are non-negative. No varying state can then lie below the best uniform one: $P=0$ for $a\ge0$, and $P_0^2=-a/b$ for $a<0$.

## The Lifshitz point

The para phase ends at $a=0$ when $g\ge0$, where it gives way to uniform polarization. It ends at $a=g^2/(4h)$ when $g<0$, where it gives way to modulated polarization. The two boundaries meet at

$$\boxed{\,a=0,\qquad g=0\,}.$$

This is the Lifshitz point. If $a$ and $g$ depend on temperature $T$ and composition $X$, it is found by solving $a(T,X)=0$ and $g(T,X)=0$ together. As it is approached from $g<0$, $q_0\propto|g|^{1/2}$ and the period diverges.

The line $g=0$ is not the boundary between the uniform and modulated phases below the Lifshitz point. That boundary requires the quartic energy.

## Amplitude of the modulated state

Just below $a_c$, take $P=A\cos qx$. With $\langle\cos^2\rangle=\tfrac12$ and $\langle\cos^4\rangle=\tfrac38$,

$$f=\tfrac14K(q)A^2+\tfrac{3}{32}bA^4 .$$

The lowest $K$ is at $q_0$, where $K=-\varepsilon$. Setting $\partial f/\partial(A^2)=-\tfrac\varepsilon4+\tfrac{3}{16}bA^2=0$ gives

$$A^2=\frac{4\varepsilon}{3b},\qquad f_{\rm mod}=-\frac{\varepsilon}{4}\cdot\frac{4\varepsilon}{3b}+\frac{3b}{32}\cdot\frac{16\varepsilon^2}{9b^2}=-\frac{(a_c-a)^2}{6b}.$$

The average of $P$ is zero. In this sense the state is antiferroelectric: it has local polarization but no net moment.

If $P$ may also vary along $y$, two crossed waves $A(\cos q_0x+\cos q_0y)$ compete. They have $\langle P^2\rangle=A^2$ and $\langle P^4\rangle=A^4(\tfrac38+\tfrac38+\tfrac64)=\tfrac94A^4$. Minimizing $-\tfrac\varepsilon2A^2+\tfrac{9}{16}bA^4$ gives $-\varepsilon^2/(9b)$, which lies above $-\varepsilon^2/(6b)$. Near threshold a single wave is therefore preferred to this crossed pattern.

These results require a crystal that holds $\mathbf P$ along $z$. Suppose instead that $\mathbf P$ could turn freely in the $yz$ plane, with the same coefficients for both components and a quartic term $\tfrac b4|\mathbf P|^4$. A wave rotating about $x$ at $q_0$ keeps $|\mathbf P|$ constant and has energy $-(a_c-a)^2/(4b)$. For $g<0$ this lies below both the cosine and the uniform state at every $a<a_c$, so the transition to uniform polarization derived next would not occur.

## Competition with the uniform state

For $a<0$ the uniform state has $f_{\rm uni}=-a^2/(4b)$. The single cosine is lower when

$$\frac{(a_c+|a|)^2}{6}>\frac{|a|^2}{4}
\;\Longleftrightarrow\; a_c+|a|>\sqrt{\tfrac32}\,|a|
\;\Longleftrightarrow\; |a|<\frac{2a_c}{\sqrt6-2}=(2+\sqrt6)\,a_c .$$

The cosine is a trial state, and the true modulated energy can only be lower. So modulation certainly beats uniformity for $-(2+\sqrt6)a_c<a<a_c$. The physical reason for the eventual reversal is that a cosine spends part of each period near $P=0$, where the quartic well is not used. This cost grows as $a^2$, while the gradient gain per unit $P^2$ is fixed.

**Where the true boundary lies.** Measure $x$ in $1/q_0$, $P$ in $\sqrt{a_c/b}$ and energy density in $a_c^2/b$. Since $gq_0^2=-2a_c$ and $hq_0^4=a_c$,

$$f=\left\langle\tfrac\tau2p^2+\tfrac14p^4-p'^2+\tfrac12p''^2\right\rangle,\qquad \tau=\frac{a}{a_c}.$$

One parameter remains. For $\tau<0$, put $p=|\tau|^{1/2}u$ and $y=|\tau|^{1/4}x$. The energy above the uniform state becomes

$$\frac{f-f_{\rm uni}}{\tau^2}=\left\langle\tfrac14(u^2-1)^2-|\tau|^{-1/2}u_y^2+\tfrac12u_{yy}^2\right\rangle .$$

The sole negative term weakens as $|\tau|$ grows. Hence, once the uniform state is lowest, it stays lowest on further cooling at fixed $g$. There is therefore at most one boundary, $a=\tau^*a_c$ with a pure number $\tau^*$, and the following calculation locates it.

Minimizing over eight odd harmonics and the period places the crossing at $\tau^*=-4.706$, compared with $-4.449$ for one harmonic. The boundary is thus

$$a=-1.18\,\frac{g^2}{h}.$$

This calculation assumes a wave that is symmetric about its crests and whose second half-period is the negative of the first. To look for other states, the energy was relaxed in periodic boxes of length 8, 19.3 and 37 (units $1/q_0$), starting from noise and from noisy waves. At $\tau^*+0.3$ nothing was found below the periodic state, and at $\tau^*-0.2$ the lowest state found was uniform. This is evidence, not proof, that no other state intervenes.

## Why the transition is first order

Add a small ripple $v$ of zero average to the uniform state, $P=P_0+v$. The terms quadratic in $v$ are $\tfrac a2v^2+\tfrac{3b}{2}P_0^2v^2=\tfrac12(a-3a)v^2$, so the ripple has stiffness

$$K_{\rm uni}(q)=-2a+gq^2+hq^4\ \ge\ -2a-a_c .$$

The uniform state is locally stable for $a<-a_c/2$, long before it becomes lowest at $-4.7a_c$. At the crossing two distinct local minima exchange order. At a minimum the internal variables do not contribute to the derivative of the energy, so $\partial f/\partial a=\tfrac12\langle P^2\rangle$. The two phases have different $\langle P^2\rangle$ there, as the example shows, so the slope of the equilibrium energy jumps.

## Wavevector at finite amplitude

Stretch a periodic state, $P(x)\to P(\lambda x)$. Then $\langle P'^2\rangle$ scales as $\lambda^2$ and $\langle P''^2\rangle$ as $\lambda^4$, while the other terms are unchanged. Stationarity at $\lambda=1$ requires

$$g\langle P'^2\rangle+2h\langle P''^2\rangle=0 .$$

For harmonics $A_n\cos(nqx)$ this gives

$$q^2=q_0^2\,\frac{\sum_n n^2A_n^2}{\sum_n n^4A_n^2}\le q_0^2 .$$

Higher harmonics lengthen the period. The leading shift follows from the third harmonic $A_3\cos3qx$. The part of $\tfrac b4P^4$ linear in $A_3$ is $bA^3A_3\langle\cos^3qx\cos3qx\rangle=\tfrac18bA^3A_3$, because $\cos^3\theta=\tfrac14(3\cos\theta+\cos3\theta)$. Minimizing $\tfrac14K_3A_3^2+\tfrac18bA^3A_3$, with $K_3=K(3q)$, gives

$$A_3=-\frac{bA^3}{4K_3},\qquad \Delta f=-\frac{b^2A^6}{64K_3}.$$

Let $s=q^2$ and $s_0=q_0^2$. Near threshold $K_3\simeq h(9s-s_0)^2$, which at $s_0$ equals $64hs_0^2$ with derivative $144hs_0$. The $s$-dependent energy is $\tfrac14A^2h(s-s_0)^2+\Delta f$, and its stationarity reads

$$\tfrac12A^2h(s-s_0)+\frac{b^2A^6}{64}\,\frac{144hs_0}{(64hs_0^2)^2}=0 .$$

Therefore $s-s_0=-9b^2A^4/(8192h^2s_0^3)$. Inserting $b^2A^4=16\varepsilon^2/9$ and $hs_0^2=a_c$,

$$q^2\simeq q_0^2\left[1-\frac{1}{512}\left(\frac{a_c-a}{a_c}\right)^2\right].$$

At $\varepsilon/a_c=0.05$ the many-harmonic solution gives 0.999 times this predicted shift. The small coefficient reflects the high stiffness, $64a_c$, of the third harmonic.

## Worked example

Take round model parameters: $a=a_0(T-T_0)$ with $a_0=10^6$ J m C⁻² K⁻¹ and $T_0=400$ K; $b=10^9$ J m⁵ C⁻⁴; $h=10^{-29}$ J m⁵ C⁻²; and $g=G(X_L-X)$ with $G=10^{-10}$ J m³ C⁻² and $X_L=0.30$. The Lifshitz point is at $X=0.30$, $T=400$ K.

At $X=0.50$, $g=-2\times10^{-11}$ J m³ C⁻², and

$$q_0=\sqrt{\frac{2\times10^{-11}}{2\times10^{-29}}}=10^9\ {\rm m^{-1}},\qquad a_c=\frac{4\times10^{-22}}{4\times10^{-29}}=10^7\ {\rm J\,m\,C^{-2}} .$$

The period is $2\pi/q_0=6.28$ nm. Since $a_c/a_0=10$ K, the para phase ends at 410 K. The uniform state is locally stable below $400-5=395$ K but becomes lowest only below $400-4.706\times10=352.9$ K. One harmonic would put this transition at 355.5 K.

At 380 K, $\tau=-2$. One harmonic gives $A=0.1\sqrt{4\times3/3}=0.200$ C m⁻², and the full solution gives 0.202 C m⁻². The full modulated energy is $-1.52\times10^5$ J m⁻³, against $-1.00\times10^5$ J m⁻³ for the uniform state. A calculation started from uniform polarization at this temperature can remain there, because that state is a local minimum.

At the first-order boundary the third harmonic is 3.3% of the first in magnitude, and the period is 6.52 nm, 3.7% above $2\pi/q_0$. The modulation therefore disappears at a finite period, while still nearly sinusoidal. The leading formula would give $q/q_0=0.968$ there; the full value is 0.964.

The root-mean-square polarization jumps from 0.198 to 0.217 C m⁻². With entropy density $-\partial f/\partial T=-\tfrac12a_0\langle P^2\rangle$, the latent heat is

$$\tfrac12(352.9)(10^6)(0.2169^2-0.1981^2)\simeq1.4\times10^6\ {\rm J\,m^{-3}},$$

released on cooling into the uniform phase.

Closer to the Lifshitz point the modulated range closes quadratically. At $X=0.40$ it runs from 402.5 to 388.2 K, and at $X=0.32$ from 400.1 to 399.5 K. At $X=0.40$ and 385 K the ground state is uniform although $g$ is negative. The remaining values are in the numerical output.

## Choosing the box

A periodic box of length $L$ admits $q=2\pi m/L$ with integer $m$. A nonzero mode softens before the uniform one only if $gq^2+hq^4<0$, that is $q^2<2q_0^2$. With $\lambda_0=2\pi/q_0$, a box shorter than $\lambda_0/\sqrt2$, or 4.4 nm at $X=0.50$, therefore misses the modulated instability.

In a long box the nearest allowed $q$ differs from $q_0$ by at most $\pi/L$. The onset is then lowered by at most about $h(2q_0\pi/L)^2=a_c(\lambda_0/L)^2$. Ten periods keep this error near 1% of $a_c$. The first-order boundary is more sensitive. With one harmonic it lies at $|a|=(2+\sqrt6)$ times the onset value, so an error in the onset is multiplied by about 4.4. In the many-harmonic solution, boxes of 9.5 to 10.5 $\lambda_0$ raise the boundary by up to about $0.04a_c$, or 0.4 K in the example. A box of exactly $10\lambda_0$ raises it by $0.02a_c$, because the preferred period there is longer than $\lambda_0$. Below onset, the energies of uniform and modulated starts should be compared, because both can be local minima.

## Range of validity and real crystals

Near the Lifshitz point, with $a\sim g^2$, the scaling above gives $P^2\propto g^2$ and $q^2\propto|g|$, so each retained term is of order $g^4$. Terms such as $P^2P'^2$ and $P'''^2$ are of order $|g|^5$, and $P^6$ is of order $g^6$. Within mean field, $\tau^*$ therefore does not depend on them in the limit $g\to0$; farther away they shift it. Strain is different. A uniform strain coupled to $P^2$ and free to relax adds $-\tfrac c4\langle P^2\rangle^2$ with $c>0$, which is also of order $g^4$ and favours the uniform state. With one harmonic the energies become $-(a_c-a)^2/(6b-4c)$ and $-a^2/[4(b-c)]$, and for $c=0.2b$ the boundary moves from $-4.45a_c$ to $-3.64a_c$. The value $\tau^*=-4.706$ therefore applies only where this coupling is negligible. Fluctuations are a separate limitation: at the Lifshitz point the stiffness is $hq^4$ instead of $gq^2$, so long-wave fluctuations, weighted by $k_BT/K$, are stronger. Their effect is not estimated here.

In perovskite crystals the lattice spacing $d$ is roughly 0.4 nm, so the example's period spans about 16 cells. The value of $a_0$ is of the order usual for displacive ferroelectrics, while $h$ and $G$ are free choices. The continuum assumption can be judged by replacing derivatives with nearest-neighbour differences, which changes $q^2$ into $4\sin^2(qd/2)/d^2$. The selected $q$ then rises by 0.7% in the example. In lead zirconate, a standard antiferroelectric, the dipole pattern repeats after only four lattice planes. For $qd=\pi/2$ the same replacement gives $q_0d=2\sin(\pi/4)=1.41$ instead of 1.57, so the continuum formula is 10% low. That crystal also locks to the lattice and couples polar displacements to oxygen-octahedron rotations, both absent here. The model can describe a tendency towards modulation there, but it does not predict the observed structure or transition temperature.

## Values computed for the example and the checks

```
MODEL PARAMETERS
a0 = 1.000e+06 J m/(C^2 K), T0 = 400.0 K
b = 1.000e+09 J m^5/C^4, h = 1.000e-29 J m^5/C^2
G = 1.000e-10 J m^3/C^2, X_L = 0.30, X = 0.50
g at X = -2.000e-11 J m^3/C^2
INSTABILITY OF THE PARA STATE
q0 = 1.0000e+09 1/m
period 2 pi/q0 = 6.2832 nm
a_c = 1.0000e+07 J m/C^2
para-modulated temperature = 410.000 K
polarization unit sqrt(a_c/b) = 0.1000 C/m^2
energy unit a_c^2/b = 1.0000e+05 J/m^3
UNIFORM STATE AND FIRST-ORDER BOUNDARY
uniform metastable below 395.000 K
single-harmonic a/a_c = -4.44949
single-harmonic temperature = 355.505 K
full-solution tau* = a/a_c = -4.70599
tau*/4 = a h/g^2 = -1.17650
full-solution temperature = 352.940 K
q/q0 at this boundary = 0.96429
period at this boundary = 6.5159 nm
third/first harmonic there = -0.03251
rms P, modulated side = 0.1981 C/m^2
P, uniform side = 0.2169 C/m^2
WAVEVECTOR SHIFT NEAR THRESHOLD
(a_c-a)/a_c = 0.05: computed/predicted = 0.9990
MODULATED STATE AT SELECTED TEMPERATURES
T = 405.0 K, a/a_c = 0.500
  A one harmonic = 0.08165 C/m^2
  A full solution = 0.08176 C/m^2
  f one harmonic = -4.16667e+03 J/m^3
  f full solution = -4.17388e+03 J/m^3
  f best uniform or para = 0.00000e+00 J/m^3
  q/q0 = 0.999758, period = 6.2847 nm
T = 380.0 K, a/a_c = -2.000
  A one harmonic = 0.20000 C/m^2
  A full solution = 0.20153 C/m^2
  f one harmonic = -1.50000e+05 J/m^3
  f full solution = -1.51554e+05 J/m^3
  f best uniform or para = -1.00000e+05 J/m^3
  q/q0 = 0.991238, period = 6.3387 nm
APPROACH TO THE LIFSHITZ POINT (X, q0, T para, T first-order)
X = 0.20: q = 0, para-uniform at 400.000 K
X = 0.32: 0.3162 1/nm, 400.100 K, 399.529 K
X = 0.35: 0.5000 1/nm, 400.625 K, 397.059 K
X = 0.40: 0.7071 1/nm, 402.500 K, 388.235 K
X = 0.50: 1.0000 1/nm, 410.000 K, 352.940 K
```
